# Acoustic Deformation-Potential Mobility of a Two-Dimensional Parabolic Band

Suppose a two-dimensional channel has a conduction band with effective mass 0.25 electron masses along $x$ and 1.0 along $y$, and its phonon-limited mobility along $x$ is wanted. The isotropic mobility varies as $1/m^2$, so it is tempting to insert $0.25^2$. For the model sheet used below this gives about 2130 cm²/(V s), twice the value that follows from the scattering theory. The two factors of mass have different origins, and only one of them belongs to the direction of motion. The elastic modulus has a similar ambiguity: a sheet stretched with its width held fixed is stiffer than one free to contract, and the mobility needs a particular one of these stiffnesses.

## 1. A frozen, thermally strained sheet

Begin with carriers in one isotropic band,

$$E=\frac{\hbar^2k^2}{2m},$$

measured from the band edge. A local relative change of area, $\Delta=\nabla\cdot\mathbf u$, shifts the edge by $D\Delta$. Here $\mathbf u$ is the in-plane displacement and $D$ the deformation potential, an energy. Take $D$ constant and unscreened, and the sheet elastically isotropic.

For the moment let the sheet be classical and frozen in a typical thermal configuration. A longitudinal displacement varying along $x$ has strain $\varepsilon=\partial u_x/\partial x=\Delta$ and no strain along $y$. Its energy per area is

$$w=\tfrac12 C\varepsilon^2 ,$$

which defines $C$, in N/m, as the modulus at fixed width. Transverse waves have $\nabla\cdot\mathbf u=0$ and do not couple to the carriers through $D$.

In a periodic area $A$, write $\Delta(\mathbf r)=\sum_{\mathbf q}\Delta_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. Since $\Delta$ is real, $\Delta_{-\mathbf q}=\Delta_{\mathbf q}^*$. The pair $\pm\mathbf q$ therefore has energy

$$\frac{AC}{2}\left(|\Delta_{\mathbf q}|^2+|\Delta_{-\mathbf q}|^2\right)=AC|\Delta_{\mathbf q}|^2 .$$

The real and imaginary parts of $\Delta_{\mathbf q}$ are two quadratic degrees of freedom, each with mean energy $k_BT/2$. Hence

$$\langle|\Delta_{\mathbf q}|^2\rangle=\frac{k_BT}{AC}.$$

Between plane waves $\mathbf k$ and $\mathbf k'=\mathbf k+\mathbf q$, the potential $D\Delta$ has matrix element $D\Delta_{\mathbf q}$. Its mean square is

$$\langle|V_{\mathbf k'\mathbf k}|^2\rangle=\frac{D^2k_BT}{AC}, \tag{1}$$

independent of $\mathbf q$. A stiff sheet scatters weakly because it is strained less at a given temperature.

The golden rule, valid for weak scattering, gives the total rate. Spin is conserved, so final states of one spin are counted:

$$\sum_{\mathbf k'}\to\frac{A}{4\pi^2}\int 2\pi k'\,dk'=\frac{Am}{2\pi\hbar^2}\int dE',$$

where $k'dk'=m\,dE'/\hbar^2$ was used. Therefore

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{AC}\,\frac{Am}{2\pi\hbar^2}
=\frac{mD^2k_BT}{\hbar^3C}. \tag{2}$$

The area cancels, as it must. The rate does not depend on carrier energy, because neither (1) nor the two-dimensional density of states does. In the limit $C\to\infty$ the sheet cannot strain and the rate vanishes.

## 2. Which modulus?

For motion along $x$, the force per area is the gradient of the stress $C\varepsilon$, so

$$\rho\,\ddot u_x=C\,\frac{\partial^2u_x}{\partial x^2},\qquad C=\rho v^2,$$

with $\rho$ the mass per area and $v$ the longitudinal sound speed. The modulus in (2) is thus the one that governs longitudinal sound.

A triangular lattice with nearest-neighbour springs of constant $K$ and length $a$ shows the difference from a sheet free to contract. There are three bonds per cell, at $0^\circ$, $60^\circ$ and $120^\circ$. A bond with direction $(n_x,n_y)$ is extended by $a(\varepsilon_xn_x^2+\varepsilon_yn_y^2)$, so the energy per cell is

$$\frac{Ka^2}{2}\left[\varepsilon_x^2+2\left(\frac{\varepsilon_x+3\varepsilon_y}{4}\right)^2\right]
=\frac{Ka^2}{2}\left[\frac98\varepsilon_x^2+\frac34\varepsilon_x\varepsilon_y+\frac98\varepsilon_y^2\right].$$

The cell area is $\sqrt3a^2/2$. With $\varepsilon_y=0$,

$$C=\frac{9/8}{\sqrt3/2}K=\frac{3\sqrt3}{4}K=1.299\,K.$$

If the width relaxes, minimizing over $\varepsilon_y$ gives $\varepsilon_y=-\varepsilon_x/3$. The bracket becomes $\varepsilon_x^2$ and the apparent modulus falls to $2K/\sqrt3=1.155\,K$. For this lattice the relaxed modulus would make the mobility 11% too small relative to the correct result.

## 3. From frozen strain to phonons

The sheet actually moves, and carriers absorb and emit phonons. For longitudinal modes $\omega=vq$ and

$$\mathbf u=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho A\omega}}\;\hat{\mathbf q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).$$

The prefactor gives each mode a mean kinetic energy $\tfrac12\rho A\omega^2\,\frac{\hbar}{2\rho A\omega}(2N+1)=\tfrac12\hbar\omega(N+\tfrac12)$, half its total energy. Taking the divergence multiplies each amplitude by $\pm iq$. The squared matrix elements are therefore

$$|M|^2=\frac{D^2\hbar q^2}{2\rho A\omega}\times\begin{cases}N&\text{absorption}\\N+1&\text{emission,}\end{cases}
\qquad N=\frac1{e^{\hbar\omega/k_BT}-1}.$$

If the phonon energy is negligible in energy conservation, the two processes reach the same final energy and can be added. With $y=\hbar\omega/k_BT$,

$$2N+1=\coth\frac y2=\frac2y\left(1+\frac{y^2}{12}+\cdots\right).$$

To leading order the summed squared matrix element is

$$\frac{D^2\hbar q^2}{2\rho A\omega}\,\frac{2k_BT}{\hbar\omega}
=\frac{D^2k_BT}{A\rho v^2}=\frac{D^2k_BT}{AC},$$

which is (1) again. The frozen sheet already includes both processes, so no further factor of two is due. Absorption and emission each supply half the rate at this order. The linear term in $y$ is absent from their sum; at $y=0.3$ the sum exceeds its classical value by only 0.75%.

## 4. From scattering time to mobility

Let a weak force $F$ act along $x$. In the steady state,

$$\frac F\hbar\frac{\partial f}{\partial k_x}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\left(f_{\mathbf k'}-f_{\mathbf k}\right).$$

For elastic scattering $W$ is symmetric, and the exclusion factors cancel: $f'(1-f)-f(1-f')=f'-f$. Write $f=f_0(E)+g$ and keep first order in $F$. Since $\partial E/\partial k_x=\hbar v_x$, the left side is $Fv_xf_0'(E)$. Try

$$g=-F\tau v_xf_0'(E).$$

On the right, $\sum W g_{\mathbf k'}$ vanishes: $W$ is the same for every final direction, while $v_x'$ averages to zero over a circle. What remains is $-g/\tau=Fv_xf_0'$, so the trial solution is correct. The transport time equals the scattering time because a collision leaves no memory of direction.

For carriers of charge magnitude $e$, summing the current over both spins gives the conductivity

$$\sigma=\frac{2e^2}{A}\sum_{\mathbf k}\tau v_x^2(-f_0').$$

The average of $v_x^2$ over a circle is $E/m$, and the density of states with spin is $m/(\pi\hbar^2)$. Thus

$$\sigma=\frac{e^2\tau}{m}\,\frac{m}{\pi\hbar^2}\int_0^\infty E(-f_0')\,dE
=\frac{e^2\tau}{m}\,\frac{m}{\pi\hbar^2}\int_0^\infty f_0\,dE=\frac{ne^2\tau}{m}.$$

The boundary term $-Ef_0$ vanishes at both ends, and $n$ is the carrier density. With $\mu=\sigma/(ne)$ and (2),

$$\boxed{\mu=\frac{e\tau}{m}=\frac{e\hbar^3C}{m^2D^2k_BT}} \tag{3}$$

One factor $1/m$ is inertia, the other the number of available final states. The factor $1/T$ counts thermal strain, provided $C$, $m$ and $D$ do not themselves change with temperature. In this quasi-elastic, unscreened model the density drops out, whether the gas is dilute or degenerate. A degenerate gas must still satisfy $2\hbar vk_F\ll k_BT$, where $k_F$ is the Fermi wave number, and at any density the neglect of screening is a separate assumption that needs its own justification.

## 5. Numbers for a model sheet

Take round parameters belonging to no particular material: $m=0.50$ electron masses $=4.555\times10^{-31}$ kg, $C=100$ N/m, $\rho=3.0\times10^{-6}$ kg/m², $D=4.0$ eV $=6.409\times10^{-19}$ J and $T=300$ K, so $k_BT=4.142\times10^{-21}$ J. Equation (2) gives

$$\frac1\tau=\frac{(4.555\times10^{-31})(6.409\times10^{-19})^2(4.142\times10^{-21})}{(1.0546\times10^{-34})^3(100)}\ \mathrm{s^{-1}}
=6.61\times10^{12}\ \mathrm{s^{-1}},$$

or $\tau=151$ fs. Then

$$\mu=\frac{(1.602\times10^{-19})(1.514\times10^{-13})}{4.555\times10^{-31}}
=0.0532\ \mathrm{m^2/(V\,s)}=532\ \mathrm{cm^2/(V\,s)}.$$

Two energies must be small for this number to be trusted. The first is the phonon energy. The sound speed is $v=\sqrt{C/\rho}=5770$ m/s, and a carrier of energy $k_BT$ has $k=5.82\times10^8$ m⁻¹. Backscattering, $q=2k$, involves a phonon of 4.43 meV, or 0.17 of $k_BT=25.9$ meV.

The second is the level broadening, $\hbar/\tau=4.35$ meV, also about 0.17 of $k_BT$. From (2),

$$\frac{\hbar}{\tau k_BT}=\frac{mD^2}{\hbar^2C},$$

which contains no temperature. As long as (2) holds, cooling does not make the golden rule better justified for thermal carriers: the rate and the thermal energy fall together. A large $D$, a heavy mass or a soft sheet makes this ratio large, and the golden rule behind (3) is then not justified, even if the phonons are classical. The correction due to a finite ratio is not calculated here.

## 6. Two different masses

Now let

$$E=\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y},\qquad m_d=\sqrt{m_xm_y}.$$

Set $k_i=\sqrt{m_i/m_d}\,p_i$. Then $E=\hbar^2p^2/2m_d$, and the area element is unchanged because $\sqrt{m_xm_y}/m_d=1$. The density of final states is that of a circular band of mass $m_d$. The matrix element (1) does not depend on $\mathbf q$, so deforming the contour leaves it unaffected, and

$$\frac1\tau=\frac{m_dD^2k_BT}{\hbar^3C}.$$

The velocity $v_x=\hbar k_x/m_x$ is odd on the contour, so its sum over final states still vanishes. Since $v_x=\hbar p_x/\sqrt{m_xm_d}$, its mean square at fixed energy is $\hbar^2p^2/(2m_xm_d)=E/m_x$. The integration by parts in section 4 then gives

$$\mu_x=\frac{e\tau}{m_x}=\frac{e\hbar^3C}{m_xm_dD^2k_BT}. \tag{4}$$

When $m_x=m_y$ this returns to (3). For masses 0.25 and 1.0, $m_d=0.50$ and $\tau$ is still 151 fs. The mobilities are

$$\mu_x=532\times\frac{0.50}{0.25}=1065,\qquad \mu_y=532\times\frac{0.50}{1.0}=266\ \mathrm{cm^2/(V\,s)}.$$

Their ratio is $m_y/m_x=4$. Squaring the directional mass would give a ratio of 16. Equation (4) was derived for isotropic $D$ and $C$. A valley with unequal masses has no rotational symmetry that would enforce this: in a real sheet, strains along $x$ and $y$ generally shift such a band edge by different amounts, and oblique transverse waves then scatter carriers as well. If $D^2/C$ varies with the direction of $\mathbf q$, so does the matrix element, and the cancellation of returning velocity is no longer assured.

## 7. Putting the phonon energy back

Return to the circular band and keep $\hbar vq$ in energy conservation. Write $\mathbf k'=\mathbf k+\mathbf q$ for both processes, relabelling $\mathbf q\to-\mathbf q$ for emission, and let $\phi$ be the angle between $\mathbf k$ and $\mathbf q$. With the upper sign for absorption,

$$\frac{\hbar^2}{2m}(q^2+2kq\cos\phi)=\pm\hbar vq
\quad\Rightarrow\quad q_\pm=2\left(\pm\frac{mv}{\hbar}-k\cos\phi\right),$$

where only $q_\pm>0$ is allowed. The energy delta function becomes $\frac{2m}{\hbar^2q}\delta(q-q_\pm)$. Including $q\,dq\,d\phi/4\pi^2$, the rate per angle is

$$R_\pm(\phi)=\frac{mD^2q_\pm}{2\pi\rho v\hbar^2}\,N_\pm,\qquad N_+=N,\quad N_-=N+1.$$

For a dilute gas $f_0'=-f_0/k_BT$. Put $g=f_0Fv_x\tau(k)/k_BT$ into the Boltzmann equation and use detailed balance, $f_{0}(E)W_{\mathbf k\to\mathbf k'}=f_0(E')W_{\mathbf k'\to\mathbf k}$. The final velocity projected on the initial one is $1+(q/k)\cos\phi$ times the initial velocity. The result is

$$1=\sum_\pm\int d\phi\,R_\pm\left[\tau(k)-\tau(k')\left(1+\frac{q_\pm}{k}\cos\phi\right)\right]. \tag{5}$$

The mobility is $e/m$ times the average of $\tau$ with weight $Ef_0$.

**Small phonon energy.** Let $k_T=\sqrt{2mk_BT}/\hbar$, $s=mv/(\hbar k_T)$, $p=k/k_T$ and $c=-p\cos\phi$. Then $q_\pm/k_T=2(c\pm s)$, $y_\pm=\hbar vq_\pm/k_BT=4s(c\pm s)$, and

$$R_\pm\tau_0=\frac{y_\pm N_\pm}{2\pi}=\frac1{2\pi}\left(1\mp\frac{y_\pm}2+\frac{y_\pm^2}{12}+\cdots\right),$$

with $\tau_0$ the time in (2). Suppose $\tau=\tau_0(1+\delta)$ with $\delta$ of order $s^2$. In (5) the returning part of $\delta$ vanishes at this order by isotropy. Thus $1+\delta$ is the inverse of the momentum-loss rate times $\tau_0$,

$$\Gamma\tau_0=\frac1{2\pi}\sum_\pm\int d\phi\,\frac{2c(c\pm s)}{p^2}\left(1\mp\frac{y_\pm}2+\frac{y_\pm^2}{12}\right).$$

To order $s^2$ both integrals may run over the half-circle $c>0$; the strip near $c=0$ that this omits for absorption and the one it adds for emission are each of order $s^3$, and they cancel. Adding the two signs gives the integrand

$$\frac{c}{p^2}\left[4c-16s^2c+\frac{16}{3}s^2c^3\right].$$

The half-circle integrals of $c^2$ and $c^4$ are $\pi p^2/2$ and $3\pi p^4/8$. Therefore

$$\Gamma\tau_0=1-4s^2+s^2p^2,\qquad \delta=4s^2-s^2p^2.$$

With weight $Ef_0$, the average of $p^2=E/k_BT$ is 2. The mean of $\delta$ is $2s^2$, so for a dilute gas

$$\mu\simeq\frac{e\hbar^3C}{m^2D^2k_BT}\left(1+\frac{mv^2}{k_BT}\right). \tag{6}$$

The leading correction raises the mobility. At 300 K, $mv^2/k_BT=0.0037$.

**Larger phonon energy.** Equation (5) can be solved without this expansion. I used 300 wave numbers up to $6k_T$, 48-point Gaussian quadrature over the allowed angles of each process, and linear interpolation of $\tau(k')$, which turns (5) into a linear system. The mobilities, in cm²/(V s), are:

| $T$ (K) | Equation (3) | Equation (5) | Ratio |
|---:|---:|---:|---:|
| 300 | 532 | 534 | 1.004 |
| 100 | 1597 | 1615 | 1.011 |
| 30 | 5324 | 5526 | 1.038 |
| 10 | 15970 | 17910 | 1.12 |

Equation (6) predicts ratios of 1.004, 1.011, 1.037 and 1.11. It accounts for nearly all the difference down to 30 K; at 10 K higher orders are visible. The excess over (3) is a property of this scattering model, not an estimate of the error in a real material's mobility.

The same correction explains small departures from the ideal powers. Doubling $C$ at fixed $\rho$ also doubles $v^2$, and at 300 K the solution of (5) then rises with an effective power of 1.005 instead of 1. Doubling $T$ gives $-1.003$, because the correction shrinks. Doubling $D$ gives $-2.000$: it multiplies every rate by four without altering the phonon energies.

At still lower temperatures, when $\hbar vq$ exceeds $k_BT$ for the transitions that relax momentum, absorption is suppressed by the Bose factor and equipartition no longer describes the scattering. The simple $1/T$ law then has no basis. At high temperature the expansion in $s$ improves, but optical and intervalley phonons, omitted here, may add scattering. Impurities, flexural modes, piezoelectric coupling and the coupling of transverse acoustic phonons through shear strain are also absent. Equation (3) is therefore the mobility set by one mechanism, and its use for a real channel requires that this mechanism dominate.
